# A Square Wire Is Not a Film of Equal Thickness

Suppose that the resistivity of a square metal wire is estimated from the formula for a film as thick as the wire is wide. For a wire 50 nm wide, with a bulk mean free path of 10 nm, a bulk resistivity of 5 µΩ cm and fully diffuse walls, the film gives 5.405 µΩ cm. The wire itself has 5.812 µΩ cm, so the film misses half of the rise caused by the surfaces. If the film formula is instead fitted to the wire's resistivity, with the walls still taken as diffuse and the bulk resistivity held at 5 µΩ cm, the fit returns a mean free path of 18.9 nm, almost twice the true one.

The film has one pair of walls that scatter electrons, and the wire has two. This doubles the leading correction under conditions that the example makes visible.

## The model

The wire has side \(a\), occupies \(0<x<a\), \(0<y<a\), and carries current along \(z\). The metal has a spherical Fermi surface, a relaxation time \(\tau\), a Fermi speed \(v_F\) and a bulk mean free path \(\lambda=v_F\tau\). Transport is semiclassical, and there are no grain boundaries. Define \(k=\lambda/a\), which is small for a wide wire.

A field \(E\) along \(z\) changes the equilibrium distribution \(f_0(\varepsilon)\) by a small amount \(f_1\). For electrons of charge \(-e\), the linearized steady Boltzmann equation is

\[
\mathbf v\cdot\nabla f_1-eEv_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
\]

Far from any wall the gradient vanishes and \(f_1=eE\tau v_z\,\partial f_0/\partial\varepsilon\). In the wire, write \(f_1\) as this bulk value times a factor \(g\). Let \(\mathbf u=\mathbf v/v_F\) be the unit vector of the velocity. Dividing by the common factors gives

\[
\lambda\left(u_x\partial_x+u_y\partial_y\right)g+g=1. \tag{1}
\]

There is no \(z\) derivative because the wire is uniform along its axis. The current is proportional to the integral of \(v_zf_1\), hence to the average of \(u_z^2g\). In the bulk \(g=1\) and \(\langle u_z^2\rangle=1/3\), so

\[
\frac{\sigma}{\sigma_0}=3\,\langle u_z^2\,g\rangle, \tag{2}
\]

where the average runs over all directions and over the cross-section.

At a diffuse wall, the outgoing distribution depends on energy alone and is fixed by conservation of particles. The incoming \(f_1\) is odd in \(v_z\), so it brings no net number of particles to the wall. The outgoing distribution is therefore \(f_0\), which means \(g=0\) for electrons leaving the wall.

Let \(t\) be the length of an electron's path since it left the wall, in units of \(\lambda\). Along the path, equation (1) reads \(dg/dt=1-g\). With \(g=0\) at \(t=0\),

\[
g=1-e^{-t}. \tag{3}
\]

The term \(e^{-t}\) is the deficit: the part of the bulk response that the electron has not yet regained.

## The counter-example

**The film.** Keep only the walls at \(x=0\) and \(x=a\). An electron with \(u_x>0\) came from the wall at \(x=0\), and its path since then is \(t=x/(\lambda u_x)\). The deficit averaged over the thickness is

\[
\frac1a\int_0^a e^{-x/(\lambda u_x)}dx
=k u_x\left(1-e^{-1/(k u_x)}\right).
\]

For \(u_x<0\) the electron came from the other wall, and the same result holds with \(|u_x|\). Each electron thus has one wall of departure, although the pair has two walls. For small \(k\) the exponential is negligible, and (2) gives a conductivity loss of \(3k\langle u_z^2|u_x|\rangle\).

To find this average, take \(x\) as the polar axis. Then \(\mu=|u_x|\) is uniformly distributed between 0 and 1, and \(u_z^2\) averages to \((1-\mu^2)/2\) around the axis:

\[
\langle u_z^2|u_x|\rangle=\int_0^1\mu\,\frac{1-\mu^2}{2}\,d\mu
=\frac12\left(\frac12-\frac14\right)=\frac18. \tag{4}
\]

The film therefore loses \(\tfrac38k\) at leading order. With \(k=0.2\) this is \(0.375\times0.2=0.075\). The full film integral, with the exponential kept, gives \(\sigma/\sigma_0=0.9251\) and a resistivity of \(5/0.9251=5.405\) µΩ cm.

**The wire.** Now all four walls are diffuse. Take \(u_x,u_y>0\); the other directions follow by mirror symmetry. Going backwards, the electron would reach the wall \(x=0\) after a path \(X=x/(\lambda u_x)\) and the wall \(y=0\) after \(Y=y/(\lambda u_y)\). It left whichever wall is met first, so its deficit is \(e^{-\min(X,Y)}\). Since one of \(X,Y\) is the minimum and the other the maximum,

\[
e^{-\min(X,Y)}=e^{-X}+e^{-Y}-e^{-\max(X,Y)}. \tag{5}
\]

The first two terms are the deficits of two separate films. Up to exponentially small terms they average to \(ku_x\) and \(ku_y\). The third term matters where both \(X\) and \(Y\) are of order one, which is near a corner. There the integrals may be extended to infinity. With \(dx\,dy=\lambda^2u_xu_y\,dX\,dY\), its average is \(k^2u_xu_y\) times

\[
\int_0^\infty\!\!\int_0^\infty e^{-\max(X,Y)}dX\,dY
=2\int_0^\infty dX\,e^{-X}\int_0^X dY
=2\int_0^\infty Xe^{-X}dX=2. \tag{6}
\]

The factor 2 in front counts the equal halves \(Y<X\) and \(Y>X\).

One more angular average is needed. With \(z\) as the polar axis, \(u_z=\cos\theta\) and \(|u_xu_y|=\sin^2\theta\,|\cos\varphi\sin\varphi|\). The two angles average separately:

\[
\langle u_z^2|u_xu_y|\rangle
=\int_0^1\mu^2(1-\mu^2)\,d\mu\;\cdot\;\frac2\pi\int_0^{\pi/2}\cos\varphi\sin\varphi\,d\varphi
=\frac{2}{15}\cdot\frac1\pi. \tag{7}
\]

By symmetry \(\langle u_z^2|u_y|\rangle\) is also \(1/8\). Collecting the terms,

\[
\frac{\sigma}{\sigma_0}\simeq1-3k\left(\frac18+\frac18\right)+3k^2\cdot2\cdot\frac{2}{15\pi}
=1-\frac34k+\frac{4}{5\pi}k^2. \tag{8}
\]

For \(k=0.2\) this is \(1-0.1500+0.2546\times0.04=0.8602\). A numerical solution of (1) on a grid also gives 0.8602. The resistivity is 5.812 µΩ cm from the numerical solution.

The surfaces raise the resistivity by 0.812 µΩ cm in the wire and by 0.405 µΩ cm in the film, a ratio of 2.01.

**The cause.** Let the walls at \(y=0\) and \(y=a\) reflect specularly, and leave the other two diffuse. The wire still has four walls, but its conductivity ratio returns to 0.9251, the film value. What doubles the correction is therefore a second pair that scatters diffusely; a second pair that is merely present does nothing.

## The general statement

Let the walls normal to \(x\) reflect specularly with probability \(p_x\) and diffusely otherwise, and define \(p_y\) in the same way. The probabilities do not depend on the angle of incidence. Write \(q_x=1-p_x\) and \(q_y=1-p_y\) for the diffuse fractions. In the model above,

\[
\frac{\sigma}{\sigma_0}=1-\frac38k\,(q_x+q_y)+\frac{4}{5\pi}k^2q_xq_y+R,
\qquad |R|\le(1+4k+2k^2)\,e^{-1/k}. \tag{9}
\]

The remainder \(R\) falls faster than any power of \(k\) as the wire becomes wide.

A film of thickness \(a\) with diffuse fraction \(q_x\) is the case \(q_y=0\). Specular walls normal to \(y\) reverse \(u_y\) and leave \(u_x\) and \(u_z\) unchanged, so a solution \(g\) that depends on \(x\) alone satisfies their boundary condition. This holds for every \(k\). The leading loss of the wire divided by that of the film is then \((q_x+q_y)/q_x\). It equals 2 when the pairs are equally rough, and 1 when the second pair is specular.

## Proof

**Memory along the path.** Specular reflection keeps \(v_z\), and the diffusely reflected part carries no deviation. Hence an electron leaves a wall with \(g\) equal to \(p\) times the value with which it arrived. Follow the path backwards from the point of interest. The response gained from the field in an interval \(dt\), at a distance \(t\) back, has since decayed by \(e^{-t}\) through bulk scattering and has been multiplied by \(p\) at each wall in between. Adding all contributions,

\[
g=\int_0^\infty e^{-t}P(t)\,dt, \tag{10}
\]

where \(P(t)\) is the product of the specularities of all walls met within the distance \(t\). With diffuse walls, \(P\) drops from 1 to 0 at the first wall, and (10) reduces to (3).

**The corner.** Suppose first that each wall pair is met at most once. The two meetings happen at \(X\) and \(Y\), where \(x\) and \(y\) are now measured from the walls that the backward path approaches. Reflection from one pair does not alter the motion towards the other, so these distances do not depend on the order. With the step function \(\Theta\),

\[
P=\left[1-q_x\Theta(t-X)\right]\left[1-q_y\Theta(t-Y)\right].
\]

In the product of the two steps, both must be switched on, which happens for \(t>\max(X,Y)\). Since \(\int_0^\infty e^{-t}\Theta(t-X)\,dt=e^{-X}\), equation (10) gives

\[
g_c=1-q_xe^{-X}-q_ye^{-Y}+q_xq_ye^{-\max(X,Y)}. \tag{11}
\]

This is the generalization of (5). Its averages are those already found in (4), (6) and (7), with the additional factors \(q_x\), \(q_y\) and \(q_xq_y\). They give the explicit terms of (9).

The last term of (11) is positive because memory already destroyed at one wall cannot be destroyed again at the other. The two pairs therefore add independently at first order in \(k\), but not at second order.

**The remainder.** It has three sources.

First, a path may meet the same pair twice. For the pair normal to \(x\) this requires a distance of at least \(1/(k|u_x|)\ge1/k\), because the electron must cross the full width. The same holds for the other pair. The true \(P\) and the corner form thus agree for \(t<1/k\). Beyond that both lie between 0 and 1, so

\[
|g-g_c|\le\int_{1/k}^\infty e^{-t}dt=e^{-1/k}.
\]

The weight \(3u_z^2\) averages to 1, so this bound carries over to the conductivity ratio.

Second, replacing \(k|u_x|(1-e^{-1/(k|u_x|)})\) by \(k|u_x|\) makes an error of at most \(k\,e^{-1/k}\). The two pairs together contribute at most \(2k\,e^{-1/k}\).

Third, the corner integral was extended beyond the wire. In the added region \(\max(X,Y)>1/k\). The area in which \(\max(X,Y)\) lies between \(m\) and \(m+dm\) is \(2m\,dm\), so the error is at most

\[
k^2\int_{1/k}^\infty2m\,e^{-m}dm
=2k^2\left(1+\frac1k\right)e^{-1/k}
=(2k+2k^2)\,e^{-1/k}.
\]

The sum of the three bounds is \((1+4k+2k^2)e^{-1/k}\), which completes the proof.

For \(k=0.2\) the bound is about 0.013, slightly more than the corner contribution of 0.0102. At this width the bound alone could not confirm the corner term; the numerical solution does.

## Conductivity or resistivity

The word "twice" needs a quantity to refer to. Let \(L_w=\tfrac34k-\tfrac{4}{5\pi}k^2\) and \(L_f=\tfrac38k\) be the conductivity losses for diffuse walls, without the exponentially small terms. Their ratio is

\[
\frac{L_w}{L_f}=2-\frac{32}{15\pi}k=2-0.679\,k. \tag{12}
\]

The relative rise of the resistivity is \(1/(1-L)-1=L/(1-L)\). The ratio of the rises is therefore (12) multiplied by

\[
\frac{1-L_f}{1-L_w}=1+\left(\frac34-\frac38\right)k+O(k^2)=1+\frac38k+O(k^2).
\]

The product is

\[
2+\left(\frac34-\frac{32}{15\pi}\right)k+O(k^2)=2+0.071\,k+O(k^2). \tag{13}
\]

At first order, inverting the conductivity almost cancels the corner effect. At \(a=5\lambda\) the numerical ratios are 1.86 for the conductivity loss and 2.005 for the resistivity rise. Equation (13) gives 2.014 there, so terms beyond first order in \(k\) already remove more than half of the small excess over 2.

For narrower wires the expansion loses its justification. At \(a=\lambda\), equation (8) still gives 0.505, against 0.517 from the numerical solution. At \(a=\lambda/2\) it gives 0.519 against 0.343, and its leading term alone would make the conductivity negative. Down to this width, the ratio of resistivity rises nevertheless stays close to 2: it is 2.02 at \(a=\lambda\) and 2.09 at \(a=\lambda/2\). Equation (13) does not explain this, since \(k\) is no longer small; it is a numerical finding for diffuse walls in this model. The ratio of conductivity losses has by then fallen to 1.53 and 1.37. In still narrower wires the ratio of resistivity rises leaves 2: it is 2.28 at \(a=\lambda/5\) and 2.49 at \(a=\lambda/10\).

## What a film can and cannot replace

A film of thickness \(a/2\) has the leading loss \(\tfrac38\lambda/(a/2)=\tfrac34k\), which is that of the diffuse wire. It has no corners, and so no corner term. In the example it gives 5.864 µΩ cm, against 5.812 µΩ cm for the wire. This is much closer than the 5.405 µΩ cm of the full-thickness film. The match is one of leading order in \(k\) and degrades in narrow wires: at \(a=\lambda/2\) the half-thickness film gives 13.6 µΩ cm against 14.6 µΩ cm for the wire.

The false mean free path found at the start can now be understood. At leading order, the fit sets \(\tfrac38\lambda_{\rm fit}/a\) equal to \(\tfrac34\lambda/a\), so \(\lambda_{\rm fit}=2\lambda=20\) nm. The corner term reduces the wire's loss to \(1-0.8602=0.1398\), which lowers the estimate to \(0.1398\times50/0.375=18.6\) nm. The exponential term in the film integral reduces the film's loss at a given mean free path, and so raises the fitted value to 18.9 nm. Adjusting the specularity instead would not help: with the true mean free path, the film's loss is largest for diffuse walls, where it is 0.0749, and this is too small.

The factor of two also rests on the symmetry between \(x\) and \(y\). The spherical Fermi surface makes \(\langle u_z^2|u_x|\rangle\) and \(\langle u_z^2|u_y|\rangle\) equal. Without such a symmetry, equally rough wall pairs need not contribute equally. The numerical output lists the ratios for the other widths.

## Numbers as computed

```
mean free path: 10.0 nm
wire side and film thickness: 50.0 nm
bulk resistivity: 5.00 microohm cm
k = mean free path / side: 0.200 (no unit)
leading coefficient per wall pair: 0.3750
corner coefficient 4/(5 pi): 0.2546
corner contribution to sigma/sigma0: 0.0102
slope of conductivity-loss ratio in k: -0.6791
slope of resistivity-rise ratio in k: 0.0709
model: sigma/sigma0 (no unit), resistivity (microohm cm)
  film, full thickness: 0.9251, 5.405
  film, half thickness: 0.8526, 5.864
  wire, leading term only: 0.8500, 5.882
  wire, with corner term: 0.8602, 5.813
  wire, numerical: 0.8602, 5.812
  wire, one pair specular: 0.9251, 5.405
resistivity rise, film: 0.405 microohm cm
resistivity rise, wire: 0.812 microohm cm
ratio of resistivity rises: 2.01 (no unit)
mean free path from false film fit: 18.9 nm
diffuse walls, all columns without unit:
  a/lam, film sigma/sigma0, wire sigma/sigma0, conductivity-loss ratio, resistivity-rise ratio
  20, 0.981, 0.963, 1.97, 2.00
  10, 0.963, 0.928, 1.93, 2.00
  5, 0.925, 0.860, 1.86, 2.01
  2, 0.819, 0.694, 1.69, 2.00
  1, 0.684, 0.517, 1.53, 2.02
  0.5, 0.522, 0.343, 1.37, 2.09
largest expansion-test error: 1.0e-06 (no unit)
one-pair wire minus film, magnitude: 4.1e-07 (no unit)
narrow-wire path-test error: 1.7e-04 (no unit)
```
